# The Pauli-Lubanski vector on Dirac spinors: test program

```python
"""Pauli-Lubanski vector on Dirac spinors (hbar = c = 1).

Result under test:
  W^mu = (1/2) eps^{mu nu rho sig} J_{nu rho} P_sig
       = -(1/2) gamma5 (gamma^mu Pslash - P^mu),
  W^2 = -(3/4) P^2, equal to -(3/4) m^2 on shell, and
  W.s psi = -(m/2) gamma5 sslash psi if s.P = 0 and Pslash psi = m psi.
Metric (+,-,-,-), eps^{0123} = -1, gamma5 = i g0 g1 g2 g3.
J = orbital part + sigma/2, P_mu = i d/dx^mu, m = mass,
s = spin four-vector with s.s = -1, u and v = Dirac spinors.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from scipy.linalg import expm

metric = np.array([1.0, -1.0, -1.0, -1.0])
one2, zero2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.block([[one2, zero2], [zero2, -one2]]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
Sigma = [np.block([[s, zero2], [zero2, s]]) for s in pauli]
identity = np.eye(4)
sigma = [[0.5j * (a @ b - b @ a) for b in gamma] for a in gamma]
sigma_low = [[metric[a] * metric[b] * sigma[a][b] for b in range(4)]
             for a in range(4)]
eps = {q: -int(round(np.linalg.det(np.eye(4)[list(q)])))
       for q in permutations(range(4))}


def dot(a, b):
    return np.sum(metric * a * b)


def slash(a):
    return sum(metric[k] * a[k] * gamma[k] for k in range(4))


def pauli_lubanski(P):
    """Upper components from the explicit epsilon sum (spin part of J)."""
    W = [np.zeros((4, 4), complex) for _ in range(4)]
    for (a, b, c, d), sign in eps.items():
        W[a] += 0.5 * sign * 0.5 * sigma_low[b][c] * metric[d] * P[d]
    return W


def contract(W, a):
    return sum(metric[k] * a[k] * W[k] for k in range(4))


def close(a, b, tol=1e-10):
    return np.allclose(a, b, rtol=0, atol=tol)


# Clifford algebra and normalization of the spin generators
for a in range(4):
    for b in range(4):
        anti = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
        assert close(anti, 2 * metric[a] * (a == b) * identity)
        dual = sum(sign * sigma_low[q[2]][q[3]]
                   for q, sign in eps.items() if q[:2] == (a, b))
        assert close(gamma5 @ sigma[a][b], -0.5j * dual)
        for c in range(4):
            S = sigma[a][b] / 2
            vector_rule = 1j * (gamma[a] * metric[b] * (b == c)
                                - gamma[b] * metric[a] * (a == c))
            assert close(S @ gamma[c] - gamma[c] @ S, vector_rule)

# Full differential operator, orbital part included, on a polynomial spinor
t, x, y, z = coords = sp.symbols("t x y z", real=True)
x_low = [t, -x, -y, -z]
g_int = [1, -1, -1, -1]


def exact(M):
    return sp.Matrix(4, 4, lambda i, j:
                     sp.Rational(int(round(2 * M[i, j].real)), 2)
                     + sp.I * sp.Rational(int(round(2 * M[i, j].imag)), 2))


gamma_ex = [exact(M) for M in gamma]
gamma5_ex = exact(gamma5)
spin_ex = [[exact(sigma_low[a][b] / 2) for b in range(4)] for a in range(4)]


def P_low(k, f):
    return sp.I * f.diff(coords[k])


def W_full(mu, f):
    total = sp.zeros(4, 1)
    for (a, b, c, d), sign in eps.items():
        if a == mu:
            h = P_low(d, f)
            Jh = x_low[b] * P_low(c, h) - x_low[c] * P_low(b, h)
            Jh += spin_ex[b][c] * h
            total += sp.Rational(sign, 2) * Jh
    return total.applyfunc(sp.expand)


psi = sp.Matrix([t**3 + x*y*z + 2*t*x, t*x**2 - y**2*z + y*z,
                 x**3 + t*y*z - t**2, z**3 + t**2*y + x*z])
Pslash_psi = sp.zeros(4, 1)
for k in range(4):
    Pslash_psi += gamma_ex[k] * P_low(k, psi)
W_squared_psi = sp.zeros(4, 1)
for mu in range(4):
    once = W_full(mu, psi)
    closed = -gamma5_ex * (gamma_ex[mu] * Pslash_psi
                           - g_int[mu] * P_low(mu, psi)) / 2
    assert (once - closed).applyfunc(sp.expand) == sp.zeros(4, 1)
    W_squared_psi += g_int[mu] * W_full(mu, once)
P_squared_psi = sp.zeros(4, 1)
for k in range(4):
    P_squared_psi += g_int[k] * P_low(k, P_low(k, psi))
assert P_squared_psi.applyfunc(sp.expand) != sp.zeros(4, 1)
difference = W_squared_psi + sp.Rational(3, 4) * P_squared_psi
assert difference.applyfunc(sp.expand) == sp.zeros(4, 1)

# Matrix identities at an off-shell momentum and a general vector
q = np.array([0.7, -1.3, 0.4, 2.1])
a_vec = np.array([0.9, 0.2, -1.1, 0.5])
Wq = pauli_lubanski(q)
for k in range(4):
    assert close(Wq[k], 0.5j * gamma5 @ sum(
        sigma[k][j] * metric[j] * q[j] for j in range(4)))
    assert close(Wq[k] @ slash(q), slash(q) @ Wq[k])
assert close(sum(metric[k] * Wq[k] @ Wq[k] for k in range(4)),
             -0.75 * dot(q, q) * identity)
assert close(contract(Wq, a_vec), -0.5 * gamma5 @ (
    slash(a_vec) @ slash(q) - dot(a_vec, q) * identity))

# Worked example: spinor and spin vector obtained by boosting from rest
m = 4.0
p3 = np.array([1.0, 2.0, 2.0])
n = np.array([0.0, 0.0, 1.0])
E = np.sqrt(m**2 + p3 @ p3)
p = np.array([E, *p3])
p_abs = np.linalg.norm(p3)
direction = p3 / p_abs
rapidity = np.arctanh(p_abs / E)
alpha = [gamma[0] @ gamma[k] for k in (1, 2, 3)]
boost_vector = np.zeros((4, 4))
boost_vector[0, 1:] = boost_vector[1:, 0] = direction
s = expm(rapidity * boost_vector) @ np.array([0.0, *n])
s_formula = np.array([p3 @ n / m, *(n + p3 * (p3 @ n) / (m * (E + m)))])
assert close(s, s_formula)
assert close(dot(s, s), -1) and close(dot(s, p), 0)
u_rest = np.sqrt(2 * m) * np.array([1, 0, 0, 0], complex)
u = expm(0.5 * rapidity * sum(
    direction[k] * alpha[k] for k in range(3))) @ u_rest
v = 1j * gamma[2] @ u.conj()
spin_matrix = gamma5 @ slash(s)
assert close(slash(p) @ u, m * u) and close(slash(p) @ v, -m * v)
assert close(spin_matrix @ u, u) and close(spin_matrix @ v, v)
assert close(spin_matrix @ spin_matrix, identity)
assert close(spin_matrix @ slash(p), slash(p) @ spin_matrix)

W = pauli_lubanski(p)
W_rest = pauli_lubanski(np.array([m, 0, 0, 0]))
assert close(W_rest[0], 0)
for k in range(3):
    assert close(W_rest[k + 1], m * Sigma[k] / 2)
assert close(W[0], sum(p3[k] * Sigma[k] for k in range(3)) / 2)
W_squared = sum(metric[k] * W[k] @ W[k] for k in range(4))
assert close(W_squared, -0.75 * m**2 * identity)

# Spin eigenvalues inside the positive-energy space of the Dirac Hamiltonian
H = sum(p3[k] * alpha[k] for k in range(3)) + m * gamma[0]
energies, states = np.linalg.eigh(H)
positive = states[:, energies > 0]
Ws = contract(W, s)
assert close(Ws @ positive, -0.5 * m * spin_matrix @ positive)
restricted = positive.conj().T @ (-Ws / m) @ positive
assert close(restricted, restricted.conj().T)
spin_values = np.linalg.eigvalsh(restricted)
assert close(spin_values, [-0.5, 0.5])


def coefficient(P, w):
    """Number c in W(P).s w = c gamma5 sslash w."""
    left = contract(pauli_lubanski(P), s) @ w
    right = spin_matrix @ w
    c = np.vdot(right, left) / np.vdot(right, right)
    assert close(left, c * right) and abs(c.imag) < 1e-10
    return c.real


c_u, c_v_label, c_v = coefficient(p, u), coefficient(p, v), coefficient(-p, v)
assert close([c_u, c_v_label, c_v], [-m / 2, m / 2, -m / 2])
assert not close(Ws, -0.5 * m * spin_matrix)

# Mean Pauli-Lubanski vector and the need for s.P = 0
u_bar = u.conj() @ gamma[0]
norm_bar = (u_bar @ u).real
mean_W = np.array([u_bar @ M @ u for M in W]) / norm_bar
axial = np.array([u_bar @ M @ gamma5 @ u for M in gamma]) / norm_bar
assert close(mean_W, m * s / 2) and close(axial, s)
assert close(u_bar @ gamma5 @ u, 0)
assert close(u_bar @ spin_matrix, u_bar)
norm_Wp = np.linalg.norm(contract(W, p) @ u)
norm_g5p = np.linalg.norm(gamma5 @ slash(p) @ u)
assert norm_Wp < 1e-10 and norm_g5p > 1
helicity_W0 = np.linalg.eigvalsh(W[0])
assert close(helicity_W0, [-p_abs / 2] * 2 + [p_abs / 2] * 2)


def clean(value):
    return f"{round(float(np.real(value)), 6) + 0.0:.6f}"


def row(values):
    return ", ".join(clean(value) for value in values)


print("mass m [GeV]:", clean(m))
print("momentum p [GeV]:", row(p3))
print("energy E [GeV]:", clean(E))
print("|p| [GeV]:", clean(p_abs))
print("rapidity [1]:", clean(rapidity))
print("rest spin axis n [1]:", row(n))
print("spin vector s^mu [1]:", row(s))
print("s.s [1]:", clean(dot(s, s)))
print("s.p [GeV]:", clean(dot(s, p)))
print("u, real parts [GeV^(1/2)]:", row(u.real))
print("u, imaginary parts [GeV^(1/2)]:", row(u.imag))
print("ubar u [GeV]:", clean(norm_bar))
print("u^dagger u [GeV]:", clean(np.vdot(u, u)))
print("diagonal of W^2 [GeV^2]:", row(np.diag(W_squared)))
print("W^2/m^2 [1]:", clean(np.trace(W_squared) / (4 * m**2)))
print("eigenvalues of -W.s/m, E > 0 [1]:", row(spin_values))
print("coefficient of gamma5 sslash")
print("  on u, P = p [GeV]:", clean(c_u))
print("  on v, label p kept [GeV]:", clean(c_v_label))
print("  on v, P = -p [GeV]:", clean(c_v))
print("mean W^mu in state u [GeV]:", row(mean_W))
print("eigenvalues of W^0 [GeV]:", row(helicity_W0))
print("norm of W.p u [GeV^(5/2)]:", clean(norm_Wp))
print("norm of gamma5 pslash u [GeV^(3/2)]:", clean(norm_g5p))
print("done: every assertion held")
```

Output:

```
mass m [GeV]: 4.000000
momentum p [GeV]: 1.000000, 2.000000, 2.000000
energy E [GeV]: 5.000000
|p| [GeV]: 3.000000
rapidity [1]: 0.693147
rest spin axis n [1]: 0.000000, 0.000000, 1.000000
spin vector s^mu [1]: 0.500000, 0.055556, 0.111111, 1.111111
s.s [1]: -1.000000
s.p [GeV]: 0.000000
u, real parts [GeV^(1/2)]: 3.000000, 0.000000, 0.666667, 0.333333
u, imaginary parts [GeV^(1/2)]: 0.000000, 0.000000, 0.000000, 0.666667
ubar u [GeV]: 8.000000
u^dagger u [GeV]: 10.000000
diagonal of W^2 [GeV^2]: -12.000000, -12.000000, -12.000000, -12.000000
W^2/m^2 [1]: -0.750000
eigenvalues of -W.s/m, E > 0 [1]: -0.500000, 0.500000
coefficient of gamma5 sslash
  on u, P = p [GeV]: -2.000000
  on v, label p kept [GeV]: 2.000000
  on v, P = -p [GeV]: -2.000000
mean W^mu in state u [GeV]: 1.000000, 0.111111, 0.222222, 2.222222
eigenvalues of W^0 [GeV]: -1.500000, -1.500000, 1.500000, 1.500000
norm of W.p u [GeV^(5/2)]: 0.000000
norm of gamma5 pslash u [GeV^(3/2)]: 12.649111
done: every assertion held
```
